# Decay Length of Plasma Radicals in a Deep Cylindrical Hole

In plasma-assisted deposition of an oxide, radicals must reach the bottom of a hole to grow the film there. If the flux measured at the wafer surface is taken to hold at the bottom, the exposure is misjudged by a factor that depends strongly on depth. In the hole treated below, 50 diameters deep, the bottom receives about 12 percent of the mouth flux when one wall impact in a thousand destroys a radical. If one in a hundred does, the bottom receives only about one part in a thousand. What is needed is the length over which the radicals die out, and how it depends on the diameter and on the wall.

## Assumptions and statement

A straight cylindrical hole of diameter $d$ runs along $z$, with its mouth at $z=0$. The density of radicals is $n(z)$ and their mean thermal speed is $v$.

1. Gas collisions are rare: the mean free path far exceeds $d$, so radicals fly from wall to wall.
2. Each wall impact removes a radical with the same probability $r\ll1$. The loss is thus proportional to the impinging flux. Recombined molecules do not return as radicals.
3. Survivors leave diffusely, by the cosine law, with no memory of their arrival. Gas and wall share one temperature.
4. The state is steady, and the film surface is already saturated, so that no unreacted surface groups consume radicals.

**Theorem.** At leading order in small $r$, at depths comparable with the length $\lambda$, the density obeys

$$n''=\frac{n}{\lambda^2},\qquad \lambda=\frac{d}{\sqrt{3r}} .$$

In a hole many $\lambda$ deep, the density and the wall flux therefore fall as $e^{-z/\lambda}$, up to the depth where rare long flights take over.

The root covers the product $3r$. Since $r\ll1$, $\lambda\gg d$: the density changes little over a typical flight, which is what permits a diffusion equation. Close to the mouth, radicals arriving straight from the plasma disturb the small curvature: for $r=10^{-4}$ and $z=3d$, in a hole five $\lambda$ deep, the curvature of the wall flux is about twice what the equation gives.

## Lemma 1: one flight

**Lemma.** Between two impacts the mean path is $\langle\ell\rangle=d$, the mean axial step is zero, and the mean square axial step is $\langle x^2\rangle=2d^2/3$.

*Proof.* Let $\alpha$ be the angle between the flight and the axis, and $\beta$ the angle between its projection on the cross-section and the inward normal. The component of the unit flight vector along the normal is $\sin\alpha\cos\beta$. The cosine law gives a probability $\sin\alpha\cos\beta/\pi$ per solid angle, and the solid angle is $\sin\alpha\,d\alpha\,d\beta$. The weight is therefore

$$\frac{1}{\pi}\sin^2\alpha\,\cos\beta\,d\alpha\,d\beta,\qquad 0<\alpha<\pi,\quad -\frac{\pi}{2}<\beta<\frac{\pi}{2}.$$

It integrates to $(1/\pi)(\pi/2)(2)=1$.

The flight starts on the wall, at distance $d/2$ from the axis, and ends when it is again at that distance:

$$\left(\frac d2-\ell\sin\alpha\cos\beta\right)^2+(\ell\sin\alpha\sin\beta)^2=\frac{d^2}{4}.$$

Expanding, and using $\cos^2\beta+\sin^2\beta=1$, leaves $\ell^2\sin^2\alpha=d\,\ell\sin\alpha\cos\beta$. The nonzero root and the axial step $x=\ell\cos\alpha$ are

$$\ell=\frac{d\cos\beta}{\sin\alpha},\qquad x=d\cos\beta\cot\alpha .$$

The averages follow:

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\frac d\pi\cdot2\cdot\frac\pi2=d,$$

$$\langle x^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

Replacing $\alpha$ by $\pi-\alpha$ reverses $x$ and leaves the weight unchanged, so $\langle x\rangle=0$. ∎

## Lemma 2: the diffusion coefficient

**Lemma.** Without loss, the radicals diffuse along the hole with $D=dv/3$.

*Proof.* Kinetic theory gives a flux $nv/4$ on the wall. A unit length of hole has wall area $\pi d$ and holds $n\pi d^2/4$ radicals, so each radical hits the wall at the rate

$$\frac{\pi d\,(nv/4)}{n\,\pi d^2/4}=\frac vd .$$

In a long time $t$ it makes about $vt/d$ flights. By assumption 3 successive steps are independent, and their mean is zero, so their mean squares add: $\langle Z^2\rangle=(vt/d)(2d^2/3)=2dvt/3$. Diffusion in one dimension has $\langle Z^2\rangle=2Dt$, hence $D=dv/3$. ∎

## Proof of the theorem

The flux along the axis is $J=-Dn'$. In the steady state, what enters a slice of thickness $dz$ and does not leave it must be lost on its wall:

$$\frac{\pi d^2}{4}\,[J(z)-J(z+dz)]=\pi d\,dz\;r\,\frac{nv}{4}.$$

The bracket equals $-J'dz=Dn''dz$. Dividing by $\pi d^2dz/4$ gives

$$Dn''=\frac{rv}{d}\,n .$$

With $D=dv/3$ the speed cancels:

$$n''=\frac{3r}{d^2}\,n=\frac{n}{\lambda^2}.$$

In a very deep hole the growing solution is excluded, and $e^{-z/\lambda}$ remains. ∎

Far from both ends, a radical makes about $1/r$ flights before the wall destroys it, so its mean square displacement is $2d^2/(3r)=2\lambda^2$. Most radicals that enter at the mouth escape through it much sooner. A faster radical travels sooner but also strikes the wall sooner. At fixed $r$, neither mass nor temperature affects $\lambda$; in practice both can act through $r$.

## Remark 1: the flux equation and its limit

The result also follows without a diffusion coefficient. Let $\Gamma(z)$ be the flux hitting the wall and $K(x)$ the probability density of the axial step. Far from the ends,

$$\Gamma(z)=(1-r)\int K(z-z')\,\Gamma(z')\,dz'.$$

For a slowly varying $\Gamma$, expansion to second order gives $\Gamma=(1-r)\left[\Gamma+\tfrac12\langle x^2\rangle\Gamma''\right]$. Since $\Gamma''$ is itself of order $r$, the product $r\Gamma''$ is dropped, leaving $r\Gamma=(d^2/3)\Gamma''$, with the same $\lambda$.

The expansion cannot be continued, because long flights are too frequent. A step exceeds $X\gg d$ when $\alpha<d\cos\beta/X$, to leading order. There $\sin^2\alpha\approx\alpha^2$, and

$$P(x>X)\approx\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\beta\;\frac{d^3\cos^3\beta}{3X^3}\,d\beta=\frac{d^3}{3\pi X^3}\cdot\frac{3\pi}{8}=\frac{d^3}{8X^3}.$$

Thus $K\approx3d^3/(8x^4)$ at large $x$, and $\langle x^4\rangle$ diverges. The exponential is a leading-order law and not an exact solution. Steps longer than $\lambda$, in either direction, have total probability of about $(d/\lambda)^3/4$, while the retained term is of size $(d/\lambda)^2/3$. The neglected part is thus smaller by a factor of order $d/\lambda=\sqrt{3r}$.

This was tested by dividing the wall into rings $0.2d$ wide and solving for the flux they exchange by the cosine law, with no diffusion equation. The decay length was fitted between depths $\lambda$ and $3\lambda$:

| $r$ | $d/\sqrt{3r}$, in $d$ | ring solution, in $d$ |
|---|---|---|
| $10^{-2}$ | 5.774 | 5.823 |
| $10^{-3}$ | 18.257 | 18.367 |
| $10^{-4}$ | 57.735 | 58.041 |

The excess over the formula falls from 0.9 to 0.5 percent and seems to stall there. The ring width accounts for this. A step of $(k+\theta)h$, with $h$ the ring width, $k$ an integer and $0<\theta<1$, starts anywhere in its ring. It is counted as $k$ rings with probability $1-\theta$ and as $k+1$ with probability $\theta$. The mean square count is

$$h^2\left[k^2(1-\theta)+(k+1)^2\theta\right]=h^2(k+\theta)^2+h^2\theta(1-\theta).$$

With $\theta$ spread evenly, the last term averages to $h^2/6=0.0067d^2$. This is 1 percent of $2d^2/3$, and it lengthens $\lambda$ by 0.5 percent. What remains is roughly 0.4, 0.1 and less than 0.1 percent. This close agreement belongs to the fitted window. Between $3\lambda$ and $5\lambda$ the long flights already make the decay length about 6, 2 and 0.6 percent longer than the formula, for the three values of $r$ in turn.

## Remark 2: where the exponential ends

A power law outlasts any exponential. A fraction $d^3/(8X^3)$ of the mouth flux reaches the wall at depth $X$ directly, and each arriving radical then makes about $1/r$ impacts, mostly near that depth. This gives a wall flux of about $d^3/(8rX^3)$, to which long flights from the upper wall add. For $r=10^{-2}$ and $10^{-3}$, in a hole $30\lambda$ deep, the full flux between $15\lambda$ and $20\lambda$ is roughly 20 to 40 percent above this estimate. Within a few $\lambda$ of the bottom it is much larger, because the bottom catches long flights and sends them back: in a hole $20\lambda$ deep the flux at the bottom end of the wall is about twelve times the estimate.

For $r=10^{-3}$ the ring solution reaches twice the fitted exponential at $10.3\lambda$, or $X\approx188d$ (in the limit of narrow rings, $10.2\lambda$). There the estimate is $1.9\times10^{-5}$ of the mouth flux, comparable with $e^{-10.3}=3.4\times10^{-5}$. The tail matters little for a hole three decay lengths deep, but for this $r$ an exponential extrapolated over a dozen is too low by a factor of about four.

## Corollary: a hole of finite depth

Let the hole end at $z=L$ and put $u=L/\lambda$. If the bottom is taken as reflecting and the density at the mouth as $n_0$, the solution of $n''=n/\lambda^2$ with $n'(L)=0$ is

$$\frac{n(z)}{n_0}=\frac{\cosh[(L-z)/\lambda]}{\cosh u}.$$

For a shallow hole the bottom value is $1/\cosh u\approx1-u^2/2=1-\tfrac32r(L/d)^2$. For a deep one it is $2e^{-u}$, where the factor 2 comes from radicals turned back by the bottom. This holds only while the long flights of Remark 2 are negligible: for $r=10^{-2}$ and $u=8$ the true bottom flux is about 2.5 times larger. The aspect ratio enters squared: keeping $L<\lambda$ requires $r<d^2/(3L^2)$. In a hole only a few diameters deep the ends matter too: for $L=5d$ and $r=10^{-3}$ the shallow formula puts the bottom flux 0.038 below the mouth flux, while solving the flux exchange gives 0.050 with a reflecting bottom and 0.054 if the bottom also destroys a fraction $r$ of impacts.

Two end effects can be added. If the bottom also destroys a fraction $r$ of impacts, then $-Dn'(L)=r\,n(L)v/4$. Write

$$n=C\left[\cosh\frac{L-z}{\lambda}+q\sinh\frac{L-z}{\lambda}\right],$$

so that $n(L)=C$ and $-n'(L)=Cq/\lambda$. The condition gives

$$q=\frac{rv\lambda}{4D}=\frac{3r\lambda}{4d}=\frac{\sqrt{3r}}{4}.$$

At the mouth, the plasma sends in $n_0v/4$ and the hole returns roughly $n(0)v/4$. The difference is the net flux, $(v/4)[n_0-n(0)]=-Dn'(0)$, so $n_0=n(0)-(4D/v)n'(0)$. From the solution, $-\lambda n'(0)=C(\sinh u+q\cosh u)$. With $m=4D/(v\lambda)=\tfrac43\sqrt{3r}$,

$$\frac{n(L)}{n_0}=\frac{1}{\cosh u+q\sinh u+m(\sinh u+q\cosh u)}.$$

The value of $m$ is an estimate, because the returning radicals are not distributed as in a uniform gas.

## Example: an oxide-lined hole in silicon

Take oxygen radicals entering a capacitor hole etched in silicon and lined with oxide. Rough typical values are $d=60$ nm, $L=3000$ nm, $r=0.001$, 550 K and 0.2 Torr. Then

$$\lambda=\frac{60\ \text{nm}}{\sqrt{0.003}}=1095\ \text{nm}=1.095\ \mu\text{m},\qquad u=\frac{3000}{1095}=2.739 .$$

The simple formula gives $1/\cosh(2.739)=0.129$ of the mouth flux at the bottom. With $q=0.0137$ and $m=0.0730$ the denominator is

$$7.77+0.0137(7.70)+0.0730\,[7.70+0.0137(7.77)]=8.44,$$

and the bottom flux is 0.118. The ring solution for the same hole gives 0.121. The simple formula is thus 6 percent above the ring value and the refined one 2 percent below it. At half depth the simple formula gives 0.270 and the rings 0.252. These rings are $0.1d$ wide; in the limit of zero width the two ring values fall by 0.2 to 0.3 percent, to 0.1208 and 0.251, and the simple bottom flux is then nearly 7 percent too high.

The mean speed of oxygen atoms at 550 K is 853 m/s, so $D=0.171$ cm²/s. The mean life against loss on the wall, $d/(rv)$, is 70 ns. It equals $\lambda^2/D$, the time to settle over one decay length, so a plasma step of milliseconds or longer is steady on this scale.

## What the model leaves out

**Gas collisions.** For a rough molecular diameter of 0.35 nm, the hard-sphere mean free path is 523 µm, or about 8700 hole diameters. The flow is molecular. Yet a radical too deep to escape through the mouth covers on average $d/r=60$ µm before the wall destroys it, which is not negligible beside 523 µm. If every gas collision destroyed a radical, the loss per unit path would rise from $r/d$ by the factor $1+60/523$. At unchanged $D$, $\lambda$ would fall by the factor $1/\sqrt{1+60/523}=0.947$. This is a deliberately pessimistic case, since a collision need not destroy the radical.

**Specular reflection.** Suppose a fraction $f$ of surviving impacts is diffuse and the rest specular, with $r\ll f$. A specular bounce in a cylinder keeps the axial velocity and the angle to the normal, so the next flight repeats the step $x$. A run of $k$ equal steps has probability $f(1-f)^{k-1}$, for which

$$\langle k\rangle=\frac1f,\qquad \langle k^2\rangle=\frac{2(1-f)}{f^2}+\frac1f=\frac{2-f}{f^2}.$$

The mean square displacement per impact is multiplied by $\langle k^2\rangle/\langle k\rangle=(2-f)/f$, and $\lambda$ by the root of this. For $f=0.9$ the factor is 1.106.

**Real holes.** The example has the scale of a deep memory capacitor, but a real hole tapers and narrows as the film grows. A film of 5 nm on the wall leaves $d=50$ nm. At fixed $r$ and $L$, $\lambda$ falls to 913 nm and the simple bottom flux from 0.129 to 0.075. The least certain input is $r$, which depends on the surface and its temperature. With the geometry fixed, $r=10^{-4}$ gives $\lambda=3464$ nm and a bottom flux of 0.715, while $r=10^{-2}$ gives 346 nm and $3.5\times10^{-4}$, both from the simple formula. The last flux is too low. Solving the flux exchange for that hole without the diffusion equation gives about $1.2\times10^{-3}$, more than three times as much, because at 8.7 decay lengths the long flights of Remark 2, including those caught by the bottom, outweigh the exponential. During an actual dose, unreacted surface also consumes radicals. The steady profile therefore does not by itself give the time needed to saturate the bottom, and that extra loss has not been sized here. The numerical output follows.

## Computed values

```
mean flight path / d             1.000000
mean square axial step / d^2     0.666667
D/(d v) from tube resistance     0.3333
P(x>50d) * 8 * 50^3              0.9996
r=1e-02: lam/d formula 5.774, rings 5.823
r=1e-03: lam/d formula 18.257, rings 18.367
r=1e-04: lam/d formula 57.735, rings 58.041
r=1e-3: flux twice exponential at 10.3 lam
hole diameter d                  60 nm
hole depth L                     3000 nm
aspect ratio L/d                 50
recombination probability r      0.0010
temperature                      550 K
pressure                         0.2 Torr
decay length lam                 1095 nm
decay length lam                 1.095 um
L/lam                            2.739
half-depth flux, cosh formula    0.2696 of mouth
half-depth flux, ring exchange   0.2517 of mouth
bottom flux, cosh formula        0.1288 of mouth
bottom-loss number q             0.0137
mouth-drop number m              0.0730
bottom flux, with q and m        0.1185 of mouth
bottom flux, ring exchange       0.1212 of mouth
mean speed of O atoms            853 m/s
diffusion coefficient D          0.171 cm2/s
radical life = settling time     70.3 ns
molecule diameter (rough)        0.35 nm
gas mean free path               523 um
free path / hole diameter        8721
path flown in one life           60 um
lam factor, all gas hits fatal   0.947
diffuse fraction f               0.9
lam factor, partly specular      1.106
film thickness on wall           5 nm
lam in narrowed hole             913 nm
bottom flux, narrowed, cosh      0.0747 of mouth
r=1e-04: lam 3464 nm, bottom (cosh) 7.15e-01
r=1e-02: lam 346 nm, bottom (cosh) 3.47e-04
```
